# Free-Vacancy Activation in Acceptor-Doped Hafnia: Full or Half Binding Energy

## Definitions and conventions

Hafnia, HfO$_2$, is doped with acceptors A that replace Hf. Charges are counted relative to the perfect crystal, in units of the elementary charge $e$. A trivalent acceptor such as La carries $-1$, a divalent one such as Mg carries $-2$, and I write $-q$ with $q=1$ or $2$. An oxygen vacancy V that has lost both its electrons carries $+2$. A bound acceptor-vacancy pair therefore has charge $2-q$: it is $+1$ for trivalent and neutral for divalent acceptors.

All densities are per volume:

- $c$ is the density of acceptors and $c_V$ that of all vacancies;
- $p$ is the density of pairs, $a=c-p$ that of unpaired acceptors, and $v=c_V-p$ that of free vacancies;
- $N_f$ is the density of oxygen sites that do not touch an acceptor, and $z$ the number of oxygen sites that touch a given one.

The binding energy $E_b>0$ is the energy needed to take a vacancy from an acceptor to a distant site. The activation energy of the free-vacancy density is

$$E_{\rm act}=-\frac{d\ln v}{d(1/kT)} .$$

Energies are in eV and densities in cm$^{-3}$.

**Assumptions.**

1. Vacancies alone compensate the acceptors. Electrons, holes and other charged defects are negligible.
2. The numbers of acceptors and vacancies do not change with temperature, and the acceptors do not move.
3. An acceptor binds at most one vacancy, on any of $z$ equivalent sites. The neighbourhoods of different acceptors do not overlap.
4. Apart from this binding, the defects do not interact.
5. $E_b$ does not depend on temperature. A constant binding entropy would multiply $K$, defined below, by a constant and leave its activation unchanged.

## Lemma 1: the pairing equilibrium

*For a large crystal with $v\ll N_f$,*

$$\frac{v\,a}{p}=K,\qquad K=\frac{N_f}{z}\,e^{-E_b/kT}. \tag{1}$$

**Proof.** Let the crystal hold $N_A$ acceptors, $N_V$ vacancies and $M$ oxygen sites away from acceptors. A state with $k$ pairs is made by choosing the $k$ occupied acceptors, one of $z$ sites at each, and the sites of the other $N_V-k$ vacancies. The total statistical weight of such states is

$$W(k)=\binom{N_A}{k}z^k\binom{M}{N_V-k}e^{kE_b/kT}.$$

The ratio of successive weights is

$$\frac{W(k+1)}{W(k)}=\frac{N_A-k}{k+1}\;\frac{N_V-k}{M-N_V+k+1}\;z\,e^{E_b/kT}.$$

Each of the two fractions falls as $k$ grows, so $W$ has a single maximum, where the ratio passes through 1. In a large crystal the added ones can be dropped, and $N_V-k\ll M$ turns the second denominator into $M$. The condition becomes

$$(N_A-k)(N_V-k)\,z\,e^{E_b/kT}=kM .$$

Division by the square of the volume gives $a\,v\,z\,e^{E_b/kT}=p\,N_f$, which is (1).

The maximum is sharp. Near it, $\ln W$ has second derivative $-(1/n_a+1/n_p+1/n_v)$, where $n_a,n_p,n_v$ are the numbers of unpaired acceptors, pairs and free vacancies. The variance of $k$ is the inverse of this bracket and so is less than $n_v$. The relative fluctuation of $n_v$ is then below $1/\sqrt{n_v}$, which vanishes for a large crystal. ∎

## Lemma 2: what neutrality fixes

*Full vacancy compensation gives $c_V=qc/2$ and $a=v+\delta$, with*

$$\delta=c-c_V=\begin{cases}c/2,& q=1\\ 0,& q=2.\end{cases}$$

**Proof.** Pairing does not change the total charge, so neutrality reads $2c_V=qc$. Since $a=c-p$ and $v=c_V-p$, subtraction gives $a-v=c-c_V=\delta$. ∎

## Theorem

*Under the assumptions above, in the limit of strong pairing, $K\ll c$,*

$$\text{trivalent: } v\to K,\quad E_{\rm act}\to E_b;\qquad \text{divalent: } v\to\sqrt{Kc},\quad E_{\rm act}\to \tfrac12E_b .$$

**Proof.** Insert $a=v+\delta$ and $p=c_V-v$ in (1):

$$v(v+\delta)=K(c_V-v)\quad\Longleftrightarrow\quad v^2+(\delta+K)v-Kc_V=0. \tag{2}$$

The product of the two roots is $-Kc_V<0$, so exactly one root is positive:

$$v=\tfrac12\left[-(\delta+K)+\sqrt{(\delta+K)^2+4Kc_V}\right].$$

For the activation energy, take the logarithm of the first form of (2),

$$\ln v+\ln(v+\delta)-\ln(c_V-v)=\ln K,$$

and differentiate with respect to $\ln K$ at fixed $\delta$ and $c_V$. With $s=d\ln v/d\ln K$, one has $d\ln(v+\delta)/d\ln K=s\,v/(v+\delta)$ and $d\ln(c_V-v)/d\ln K=-s\,v/(c_V-v)$. Hence

$$s=\left[1+\frac{v}{v+\delta}+\frac{v}{c_V-v}\right]^{-1}. \tag{3}$$

By (1), $d\ln K/d(1/kT)=-E_b$, so $E_{\rm act}=sE_b$. This holds at any strength of pairing.

*Trivalent acceptors.* Here $c_V=\delta=c/2$, and (2) gives

$$v=K\,\frac{c/2-v}{c/2+v}=K\,\frac{1-2v/c}{1+2v/c}\approx K\left(1-\frac{4v}{c}\right)\approx K\left(1-\frac{4K}{c}\right).$$

The last two terms of (3) add up to

$$\frac{v}{c/2+v}+\frac{v}{c/2-v}=\frac{vc}{c^2/4-v^2}\approx\frac{4K}{c},$$

so $s\approx1-4K/c$, which tends to 1.

*Divalent acceptors.* Here $\delta=0$ and $c_V=c$, so that $v^2+Kv-Kc=0$ and

$$v=-\frac K2+\sqrt{Kc+\frac{K^2}{4}}\approx\sqrt{Kc}-\frac K2 .$$

In (3) the second term equals 1. The third is $v/(c-v)\approx\sqrt{K/c}$. Since $1/(2+x)\approx\frac12-\frac x4$ for small $x$,

$$s\approx\frac12-\frac14\sqrt{\frac Kc},$$

which tends to $\frac12$. ∎

## Remarks on the theorem

**The origin of the factor.** Both dopants obey the same law, $v=Kp/a$. With trivalent acceptors there is one vacancy for two acceptors. Half of the acceptors stay empty even when every vacancy is bound, so $a\approx p\approx c/2$ and $v$ simply follows $K$. With divalent acceptors an empty acceptor appears only when a pair breaks. Then $a=v$, each released vacancy adds a place for recapture, and $v^2$ follows $K$.

**Weak pairing.** For $K\gg c$ nearly all vacancies are free. Then $v\approx c_V$ and $v+\delta\approx c$, so (2) gives $c_V-v\approx c_Vc/K$. The last term of (3) is then about $K/c$ and dominates, so $s\approx c/K\to0$ for both dopants. The factor of two belongs to strong pairing.

**Half of which energy?** $E_b$ is each dopant's own binding energy. For point charges at distance $r_0$ in a medium of dielectric constant $\epsilon_r$,

$$E_b\approx\frac{2qC}{r_0},\qquad C=\frac{e^2}{4\pi\epsilon_0\epsilon_r},$$

which is twice as large for $q=2$. In this estimate, half of the divalent energy equals the whole of the trivalent one, and the two activation energies coincide as long as each acceptor holds only one vacancy. The last section shows that the same estimate lets a divalent acceptor bind a second one. The theorem therefore does not say that divalent doping gives the smaller activation energy.

**Conduction.** If the free vacancies carry the current, $\sigma=4e^2Dv/kT$, with a diffusion coefficient $D\propto e^{-E_m/kT}$ and a migration barrier $E_m$. The product $\sigma T$ then has activation energy $E_m+sE_b$. Pairs carry no steady current here, because the acceptors do not move.

## Proposition 1: neutral clusters leave the trivalent law intact

*Let a density $n$ of neutral A–V–A clusters, each with two trivalent acceptors and one vacancy, stay filled. Then $v\to K$ still holds if $K\ll c-2n$.*

**Proof.** The clusters remove $2n$ acceptors and $n$ vacancies. What remains is $c'=c-2n$ acceptors and $c/2-n=c'/2$ vacancies, which is the original problem with $c'$ in place of $c$. ∎

As an illustration, I summed the statistical weights of all pair and cluster numbers for a crystal with 4000 acceptors, 800 of them in 400 adjacent couples. In this sum $K$ corresponded to 50 vacancies, and the dissociation constant of the couples was 1000 times smaller. The mean number of free vacancies was $0.94K$. The correction $1-4K/c'$ with $c'=3200$ also gives 0.94.

## Proposition 2: the half law needs precise compensation

*Let divalent acceptors have a small imbalance $\delta=c-c_V$, with $|\delta|$, $K$ and $v$ all much less than $c$. Then*

$$s\approx\frac12\left[1+\frac{\delta}{\sqrt{\delta^2+4Kc}}\right]. \tag{4}$$

**Proof.** With $c_V-v\approx c$, equation (2) becomes $v^2+\delta v=Kc$. Its positive root satisfies $2v+\delta=\sqrt{\delta^2+4Kc}$. The last term of (3) is negligible beside the first, so

$$s\approx\frac{v+\delta}{2v+\delta}=\frac{\frac12\left(\delta+\sqrt{\delta^2+4Kc}\right)}{\sqrt{\delta^2+4Kc}},$$

which is (4). ∎

The half law thus requires $|\delta|\ll2\sqrt{Kc}$. Singly charged donors of density $D_d$ change neutrality to $2c_V+D_d=2c$, so $\delta=D_d/2$. When $\delta\gg2\sqrt{Kc}$, a fixed number of acceptors stays empty, $v\approx Kc/\delta$, and the full binding energy returns. In the opposite case more vacancies than acceptors are present, with their charge balanced by something else, such as electrons trapped at other defects. (Electrons trapped on the extra vacancies themselves make them neutral and leave the balance of $+2$ vacancies unchanged.) Then $v\approx|\delta|$ and the activation nearly vanishes.

Clusters of two divalent acceptors act in this second way if they can hold only a single vacancy. A density $u$ of them removes $2u$ acceptors and $u$ vacancies, which leaves $\delta=-u$. Such a cluster still has charge $-2$, however, and may bind a second vacancy. If the dissociation constant $K_u$ of this second vacancy satisfies $uK_u\ll cK$, the excess is taken up and the half law survives. For the Mg values of the example below and $u=0.055c$, a second binding weaker than $E_b$ by 0.1, 0.2 or 0.3 eV gives $E_{\rm act}=0.48$, 0.41 or 0.35 eV in place of 0.50 eV. The divalent law therefore needs a binding place of nearly full strength for every vacancy, and no further traps that compete with the free sites.

## Example: La and Mg in hafnia

The two dopants are compared at the same density. Rough values for hafnia are $2.9\times10^{22}$ cations per cm$^3$, $z=7$, $\epsilon_r=25$ and $r_0=0.22$ nm. At 1 cation %,

$$c=2.9\times10^{20}\ {\rm cm^{-3}},\qquad N_f=2(2.9\times10^{22})-7c=5.6\times10^{22}\ {\rm cm^{-3}} .$$

The point-charge estimate gives 0.52 eV for La and 1.05 eV for Mg. I take the round model values 0.5 and 1.0 eV. They are not computed defect energies. At 500 K, where $kT=0.0431$ eV,

$$K_{\rm La}=\frac{5.6\times10^{22}}{7}e^{-0.5/0.0431}=7.3\times10^{16}\ {\rm cm^{-3}},\qquad K_{\rm Mg}=6.7\times10^{11}\ {\rm cm^{-3}} .$$

Both are far below $c$, so pairing is strong. The free densities are

$$v_{\rm La}\approx K_{\rm La}=7.3\times10^{16},\qquad v_{\rm Mg}\approx\sqrt{K_{\rm Mg}c}=1.4\times10^{16}\ {\rm cm^{-3}} .$$

Mg brings twice as many vacancies in total but leaves fewer of them free. Because its binding energy was set to twice that of La, the exponentials cancel in the ratio: $v_{\rm Mg}/v_{\rm La}\approx\sqrt{zc/N_f}=0.19$.

Solving (2) at 21 temperatures from 400 to 600 K and fitting a straight line to $\ln v$ against $1/kT$ gives these activation energies:

| Acceptor | $E_b$ (eV) | $E_{\rm act}$ (eV) |
|---|---|---|
| La | 0.5 | 0.499 |
| Mg | 1.0 | 0.500 |
| divalent, for comparison | 0.5 | 0.248 |

The last row holds the binding energy fixed and shows the factor of two. It lies slightly below 0.25 eV because of the correction $-\frac14\sqrt{K/c}$, which is $-0.004$ in $s$ at 500 K. With a rough migration barrier of 0.7 eV and one vacancy per acceptor at most, $\sigma T$ has an activation energy of 1.2 eV for both La and Mg. A measurement of this slope alone could not tell a full 0.5 eV from half of 1.0 eV.

The condition on compensation is severe. For Mg at 500 K, $2\sqrt{Kc}=2.8\times10^{16}$ cm$^{-3}$, about one per million cations. Donors at 0.1, 1 and 10 per million cations give $s=0.53$, 0.73 and 0.99. A vacancy excess of 5 per million gives $s=0.01$. For La, 10 donors per million leave $s=0.999$.

## Remark: when the equilibrium is reached

Let $k_r$ be the capture coefficient and $k_d$ the release rate of a pair, so that

$$\frac{dv}{dt}=k_d(c_V-v)-k_rv(v+\delta).$$

At equilibrium the right side must vanish together with (2), which requires $k_d=k_rK$. For a small deviation $x$ from the equilibrium value $v$, the linear terms give $\dot x=-x/\tau$, with

$$\frac1\tau=k_d+k_r(2v+\delta).$$

A vacancy that hops at the rate $\nu e^{-E_m/kT}$ lands beside an empty acceptor with probability about $za/N_f$ per hop, so $k_r\approx(z/N_f)\,\nu e^{-E_m/kT}$. This is an order-of-magnitude estimate. Without attraction, the repeated returns of a random walk would lower $k_r$ about fourfold. The Coulomb attraction before capture works the other way: for Mg, capture at the radius $4C/kT$ gives a $k_r$ about ten times the estimate at 300 K and six times at 500 K.

For La, $\delta=c/2$ dominates and $\tau$ has only the barrier $E_m$. For Mg, $\tau\approx1/(2k_r\sqrt{Kc})$ has the barrier $E_m+E_b/2$. With a rough attempt rate $\nu=10^{13}$ s$^{-1}$:

| $T$ (K) | $\tau$, La (s) | $\tau$, Mg (s) |
|---|---|---|
| 300 | 3 | $4\times10^7$ |
| 400 | $4\times10^{-3}$ | $3\times10^2$ |
| 500 | $6\times10^{-5}$ | 0.3 |

With this $k_r$, Mg needs more than a year to reach equilibrium at room temperature; with Coulomb capture it needs about six weeks. The time $\tau$ describes small deviations. A large excess $v_0$ left by fast cooling falls more quickly at first, as $\dot v\approx-k_rv^2$, and halves in a time $1/(k_rv_0)$. After a quench from 500 K to 300 K this is about 9 hours, or about one hour with Coulomb capture. Over much shorter times $v$ is frozen, and conduction shows the migration barrier alone.

## The model beside a memory capacitor

Ferroelectric La-doped hafnia can hold several cation per cent of La, more than the 1 % used here. Even at 1 %, about 3.5 % of the oxygen sites touch an acceptor. If the acceptors are placed at random, about one in nine has another on one of its twelve nearest cation sites and shares oxygen neighbours with it, against assumption 3. The dilute picture worsens with doping. The seven sites are not equivalent in the ferroelectric phase, and Mg need not sit entirely on Hf sites.

Assumption 3 is also doubtful for an isolated Mg. In the point-charge estimate, a second vacancy on the far side of the acceptor, $2r_0$ from the first, is bound to the neutral pair by $E_2=4C/r_0-4C/(2r_0)\approx0.5$ eV; for La the same sum is zero. Let $d$ be the density of acceptors with two vacancies and $K_2=vp/d\propto e^{-E_2/kT}$. Neutrality then reads $a=v+d$, and with $p\approx c$ this gives $v^2(1+c/K_2)=Kc$. For $K_2\ll c$, $v\approx\sqrt{KK_2}$ and $E_{\rm act}\approx(E_b+E_2)/2$. With $E_b=1.0$ eV and three opposite pairs among the seven sites, $E_2=0.1$, 0.2, 0.3 and 0.5 eV give $E_{\rm act}=0.50$, 0.52, 0.61 and 0.75 eV. At 1 % doping the half law thus needs $E_2$ below about 0.2 eV, which the point-charge estimate does not meet.

Two further neglected effects shift energies noticeably. The first is Coulomb disorder. The typical acceptor spacing $c^{-1/3}$ is 1.5 nm, and a vacancy at that distance from a La acceptor has an interaction energy of 0.08 eV. With random placement the nearest other acceptor is on average only 0.84 nm away, where the energy is 0.14 eV, so shifts of order 0.1 eV in the La binding are plausible. With La, unpaired acceptors and pairs together form a density $c$ of unit charges. Their Debye length at 500 K is 0.45 nm, shorter than the spacing, so the theory of weak screening cannot refine this estimate.

The second is the field. Along a field $F$, a vacancy leaving its acceptor has the energy

$$U(r)=-\frac{2qC}{r}-2eFr .$$

Setting $U'=0$ gives $r^2=qC/(eF)$, where $U=-4\sqrt{qCeF}$. At 1 MV/cm the top of the barrier is lowered by 0.30 eV for La and 0.43 eV for Mg. The bound level also drops, by $2eFr_0\approx0.04$ eV, which takes back a small part. Switching fields are of this size or larger, so the theorem, which describes equilibrium at low field, does not hold when such a field is kept on. A short pulse may end before many pairs break, and $v$ then stays near its earlier value.

For Mg, precise compensation is a fragile assumption. At 500 K, impurities, or electrons trapped at defects other than the vacancies, at a few per million cations are enough to move $E_{\rm act}$ from 0.5 eV towards 1.0 eV or towards zero. A measured half energy would therefore need independent evidence of the vacancy balance before it could be read as a sign of divalent pairing.
